# The scalar-relativistic radial exponent at a point nucleus, derived in two ways, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: the scalar equation and its power series

### Definitions and conventions

Hartree atomic units are used. The speed of light is $c$, the nuclear charge is $Z>0$, and $\zeta=Z/c$. The energy $E$ excludes the rest energy $c^2$, and $2c^2+E>0$. One electron moves in a central potential
$$V(r)=-\frac{Z}{r}+w(r), \tag{1}$$
where $w$ stays bounded at $r=0$. The nucleus is a point.

A Dirac spinor has an upper part $\varphi$ and a lower part $\chi$, with two spin components each. The large radial function $P(r)$ is defined with a factor $r$ taken out, so that $\varphi$ has the radial factor $R(r)=P(r)/r$. The result to be shown concerns $P$:
$$P\sim r^{s},\qquad s=\sqrt{l(l+1)+1-\frac{Z^2}{c^2}} . \tag{2}$$
The function $R$ then starts as $r^{s-1}$.

The spin-angular functions $\Omega_\kappa$ have orbital quantum number $l$ and total quantum number $j$. The integer $\kappa$ labels both: $\kappa=-(l+1)$ for $j=l+\tfrac12$, and $\kappa=l$ for $j=l-\tfrac12$, the latter for $l\ge1$. Since $\mathbf J=\mathbf L+\boldsymbol\sigma/2$,
$$\boldsymbol\sigma\cdot\mathbf L=j(j+1)-l(l+1)-\tfrac34 .$$
This equals $l$ for $j=l+\tfrac12$ and $-(l+1)$ for $j=l-\tfrac12$. In both cases
$$\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(\kappa+1)\,\Omega_\kappa . \tag{3}$$

### The Dirac radial pair

With the rest energy removed, the Dirac equation reads
$$c\,\boldsymbol\sigma\cdot\mathbf p\,\chi+V\varphi=E\varphi,\qquad c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi+(V-2c^2)\chi=E\chi .$$
Let $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$, so that $\sigma_r^2=1$. The product rule for Pauli matrices gives $\sigma_r\,\boldsymbol\sigma\cdot\mathbf p=\hat{\mathbf r}\cdot\mathbf p+i\boldsymbol\sigma\cdot(\hat{\mathbf r}\times\mathbf p)$. Multiplying by $\sigma_r$ from the left,
$$\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r\left(\frac{\partial}{\partial r}-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right).$$
The operator $\sigma_r$ commutes with $\mathbf J$ and reverses parity. It therefore leads from $\Omega_\kappa$ to the function with the same $j$ and the other $l$, which is labelled $-\kappa$. The phase is fixed by $\sigma_r\Omega_\kappa=-\Omega_{-\kappa}$, and then $\sigma_r\Omega_{-\kappa}=-\Omega_\kappa$. Set
$$\varphi=\frac{P}{r}\,\Omega_\kappa,\qquad \chi=\frac{iQ}{r}\,\Omega_{-\kappa}.$$
Using (3) for $\kappa$, and then for $-\kappa$, where $\boldsymbol\sigma\cdot\mathbf L=\kappa-1$,
$$\boldsymbol\sigma\cdot\mathbf p\,\varphi=\frac{i}{r}\left(P'+\frac{\kappa}{r}P\right)\Omega_{-\kappa},\qquad
\boldsymbol\sigma\cdot\mathbf p\,\chi=-\frac1r\left(Q'-\frac{\kappa}{r}Q\right)\Omega_{\kappa}.$$
In the first expression $r(P/r)'=P'-P/r$, and the $-P/r$ combines with $(\kappa+1)P/r$. In the second, $-Q/r$ combines with $-(\kappa-1)Q/r$. Define the position-dependent mass factor
$$M(r)=1+\frac{E-V(r)}{2c^2}. \tag{4}$$
Then $E-V+2c^2=2Mc^2$, and the Dirac equation becomes
$$P'=-\frac{\kappa}{r}P+2Mc\,Q,\qquad Q'=\frac{\kappa}{r}Q+\frac{V-E}{c}P . \tag{5}$$

### Elimination of the small component

Write $F=P'+\kappa P/r$. The first equation of (5) gives $Q=F/(2Mc)$. Its derivative is
$$Q'=\frac{1}{2Mc}\left(F'-\frac{M'}{M}F\right).$$
Insert this in the second equation and multiply by $2Mc$:
$$F'-\frac{M'}{M}F=\frac{\kappa}{r}F+2M(V-E)P .$$
Here $F'=P''+\kappa P'/r-\kappa P/r^2$, while $\kappa F/r=\kappa P'/r+\kappa^2P/r^2$. The terms in $\kappa P'/r$ cancel, leaving
$$P''-\frac{M'}{M}\left(P'+\frac{\kappa}{r}P\right)-\left[\frac{\kappa(\kappa+1)}{r^2}+2M(V-E)\right]P=0 . \tag{6}$$
No approximation has been made. For either value of $\kappa$ the product $\kappa(\kappa+1)$ equals $l(l+1)$, so at fixed $l$ the sign of the spin-orbit coupling enters through the mass-gradient term alone.

### Removing the spin-orbit term

Split that $\kappa$ as $\kappa=-1+(\kappa+1)$. The second part contributes
$$-\frac{M'}{M}\frac{\kappa+1}{r}P=-\frac{V'}{2Mc^2r}\,(\boldsymbol\sigma\cdot\mathbf L)\,P ,$$
because $M'=-V'/(2c^2)$ and $\kappa+1=-\boldsymbol\sigma\cdot\mathbf L$. Dividing (6) by $-2M$ brings it to the form of an energy equation, in which this term is $V'(\boldsymbol\sigma\cdot\mathbf L)/(4M^2c^2r)$. With $M=1$ and $\boldsymbol\sigma=2\mathbf S$ it is the familiar $V'\,\mathbf L\cdot\mathbf S/(2c^2r)$.

There are $2j+1=2|\kappa|$ spin-orbitals for each $\kappa$. The sum of $\kappa+1$ over all spin-orbitals of a given $l$ is
$$2(l+1)\,(-l)+2l\,(l+1)=0 . \tag{7}$$
The dropped term thus has mean zero over the shell, and what remains is the Koelling-Harmon scalar-relativistic equation
$$P''-\frac{M'}{M}\left(P'-\frac{P}{r}\right)-\left[\frac{l(l+1)}{r^2}+2M(V-E)\right]P=0 . \tag{8}$$
For $l=0$ the single value $\kappa=-1$ makes $\kappa+1$ vanish. Nothing has then been dropped, and (8) is the Dirac equation for $P$.

In terms of $R$ one has $P'-P/r=rR'$. The mass-gradient term acts on the slope of $R$, which is the radial form of the Darwin correction in this scheme.

### Behaviour of the coefficients near the nucleus

Take first the pure Coulomb potential, $w=0$. Define the length
$$b=\frac{Z}{2c^2+E}. \tag{9}$$
Then (4) becomes
$$M=1+\frac{E}{2c^2}+\frac{Z}{2c^2r}=\frac{Z}{2c^2r}\left(1+\frac rb\right),\qquad
\frac{M'}{M}=-\frac1r+\frac{1}{r+b}. \tag{10}$$
Since $2M=2+(E-V)/c^2$ and $E-V=E+Z/r$,
$$2M(V-E)=-2\left(E+\frac Zr\right)-\frac{1}{c^2}\left(E+\frac Zr\right)^2$$
$$=-\frac{\zeta^2}{r^2}-\frac{2Z}{r}\left(1+\frac{E}{c^2}\right)-2E-\frac{E^2}{c^2}. \tag{11}$$
Two terms that are mild corrections at larger distance are now as singular as the centrifugal term. The potential contributes $\zeta^2/r^2$, an attraction. The mass gradient contributes $(P'-P/r)/r$, which scales as $P/r^2$. For $l\ge1$ it keeps this strength however small $\zeta$ is, because $M'/M$ is a logarithmic derivative and does not depend on the size of $M$. For $l=0$ the factor $P'-P/r\approx(s-1)P/r$ is itself small, since $s-1\approx-\zeta^2/2$, and the term fades together with $\zeta^2$.

### The exponent

Insert $P=r^s(1+a_1r+\dots)$ in (8). The lowest power is $r^{s-2}$, and its coefficient must vanish:
$$s(s-1)+(s-1)-l(l+1)+\zeta^2=0 .$$
The four contributions come from $P''$, from $+(P'-P/r)/r$, from the centrifugal term and from (11). Because $s(s-1)+(s-1)=s^2-1$,
$$s^2=l(l+1)+1-\zeta^2 . \tag{12}$$
This is (2). The energy has dropped out. A function $w$ with a power series at $r=0$ changes coefficients of higher order and leaves (12) as it is.

The roots are $+s$ and $-s$. A solution starting as $r^{-s}$ has $P^2\sim r^{-2s}$, and $\int_0P^2\,dr$ diverges when $s\ge\tfrac12$. In that range the norm selects $+s$. The condition reads $\zeta^2\le l(l+1)+\tfrac34$, which is strictest for $l=0$: $Z\le(\sqrt3/2)\,c=118.68$. For $0<s<\tfrac12$ both solutions are square integrable at the origin, and the choice of $+s$ is an additional boundary condition. If $\zeta^2>l(l+1)+1$, then $s$ is imaginary, $P$ oscillates in $\ln r$ without end as $r\to0$, and (2) no longer describes a regular solution.

### How far the power law reaches

The next power, $r^{s-1}$, fixes $a_1$ for the Coulomb potential. Acting on $a_1r^{s+1}$, the singular terms give the left side of the exponent equation with $s$ replaced by $s+1$:
$$(s+1)^2-1-l(l+1)+\zeta^2=(s+1)^2-s^2=2s+1 .$$
Acting on $r^s$, two terms contribute at this order. The part $-1/(r+b)\approx-1/b$ of $-M'/M$ multiplies $P'-P/r=(s-1)r^{s-1}$, and (11) supplies $2Z(1+E/c^2)/r$. Hence
$$(2s+1)\,a_1=\frac{s-1}{b}-2Z\left(1+\frac{E}{c^2}\right). \tag{13}$$
A useful measure is the local exponent
$$p(r)=\frac{d\ln P}{d\ln r}=s+a_1r+O(r^2). \tag{14}$$
For $l\ge1$ and small $\zeta$ the first term of (13) dominates, since $1/b\approx2c^2/Z$. The power law then requires $r\ll b$. Physically, $b$ is close to the radius at which $Z/r$ equals $2c^2$; inside it the potential energy exceeds the gap between electron and positron states.

### The nonrelativistic limit

As $c\to\infty$, (12) tends to $s=\sqrt{l(l+1)+1}$. For $l=0$ this is $1$, the nonrelativistic value $l+1$. For $l=1$ it is $\sqrt3\approx1.732$ and not $2$. The limit of the exponent at the origin therefore differs from the exponent of the limiting equation when $l\ge1$.

The length $b$ resolves this. Let $\rho=r/b$ and $D=rP'$. For $c\to\infty$ at fixed $\rho$, the terms of (11) multiplied by $r^2$ vanish. From (10), $rM'/M=-1/(1+\rho)$. Since $r^2P''=rD'-D$, equation (8) becomes
$$rD'=\frac{\rho}{1+\rho}\,D+\left[l(l+1)+\frac{1}{1+\rho}\right]P . \tag{15}$$
For $\rho\ll1$ this is $rD'=[l(l+1)+1]P$, with growing solution $r^{\sqrt{l(l+1)+1}}$. For $\rho\gg1$ it is $rD'=D+l(l+1)P$, with solutions $r^{l+1}$ and $r^{-l}$. The regular solution starts with $P>0$ and $D>0$. All coefficients in (15) are non-negative, so both stay positive and growing. For $l\ge1$ the solution cannot turn into $r^{-l}$, which has $D<0$, and it continues as $r^{l+1}$.

The anomalous exponent thus survives in a region $r\ll b$ that shrinks as $1/c^2$. With $Z=74$ and $c$ enlarged a thousandfold, $Z/(2c^2)$ is $1.97\times10^{-9}$ bohr. The integrated $l=1$ solution has local exponent $1.7321$ at $1.97\times10^{-13}$ bohr and $1.9995$ at $10^{-5}$ bohr.

### A nucleus of finite size

For a uniformly charged sphere, $V$ is finite at the origin and $V'$ is proportional to $r$. Then $M$ is finite and $rM'/M\to0$. The lowest power in (8) gives $s(s-1)-l(l+1)=0$, so the regular exponent is $l+1$. Formula (2) belongs to the point nucleus. Integration with a sphere of radius $10^{-4}$ bohr, a round value, gives exponents $1$, $2$ and $3$ for $l=0,1,2$ at one thousandth of that radius.

## Second derivation: the mean of the squared Dirac exponents

### Symbols and results carried over

As before, $P$ is the large radial function including the factor $r$, $\zeta=Z/c$, $M=1+(E-V)/(2c^2)$ and $V=-Z/r+w$. The quantum number $\kappa$ is $-(l+1)$ or $l$, with $2|\kappa|$ spin-orbitals for each value, and $\boldsymbol\sigma\cdot\mathbf L=-(\kappa+1)$. The Dirac pair is
$$P'=-\frac{\kappa}{r}P+2Mc\,Q,\qquad Q'=\frac{\kappa}{r}Q+\frac{V-E}{c}P ,$$
and elimination of $Q$ gives
$$P''-\frac{M'}{M}\left(P'+\frac{\kappa}{r}P\right)-\left[\frac{l(l+1)}{r^2}+2M(V-E)\right]P=0 . \tag{16}$$
The scalar equation is (16) with $\kappa$ replaced by $-1$ in the mass-gradient term. The first derivation found its exponent from a power series. Here the exponent comes from the Dirac equation itself, followed by an average.

### The Dirac exponents

Let $\theta=r\,d/dr$, so that $\theta r^\gamma=\gamma r^\gamma$. Multiply the Dirac pair by $r$. As $r\to0$, $2Mcr\to Z/c=\zeta$ and $r(V-E)/c\to-\zeta$. To leading order,
$$\theta\begin{pmatrix}P\\Q\end{pmatrix}=A_\kappa\begin{pmatrix}P\\Q\end{pmatrix},\qquad
A_\kappa=\begin{pmatrix}-\kappa&\zeta\\-\zeta&\kappa\end{pmatrix}. \tag{17}$$
In the square of $A_\kappa$ the off-diagonal elements are $-\kappa\zeta+\zeta\kappa=0$ and $\zeta\kappa-\kappa\zeta=0$, and both diagonal elements are $\kappa^2-\zeta^2$. Applying $\theta$ twice therefore gives
$$\theta^2P=(\kappa^2-\zeta^2)\,P . \tag{18}$$
The solutions are $r^{\pm\gamma}$ with $\gamma=\sqrt{\kappa^2-\zeta^2}$. The leading power of the large component depends on $\kappa$ only through its square; the sign of $\kappa$ enters in the corrections of higher order in $r$.

### The mean of $\kappa^2$

Define $K=\boldsymbol\sigma\cdot\mathbf L+1$, which has the eigenvalue $-\kappa$, so that $K^2$ has the eigenvalue $\kappa^2$. The Pauli product rule and $\mathbf L\times\mathbf L=i\mathbf L$ give
$$(\boldsymbol\sigma\cdot\mathbf L)^2=\mathbf L^2+i\boldsymbol\sigma\cdot(\mathbf L\times\mathbf L)=\mathbf L^2-\boldsymbol\sigma\cdot\mathbf L .$$
Consequently
$$K^2=(\boldsymbol\sigma\cdot\mathbf L)^2+2\,\boldsymbol\sigma\cdot\mathbf L+1=\mathbf L^2+1+\boldsymbol\sigma\cdot\mathbf L . \tag{19}$$
Now average over the $2(2l+1)$ spin-orbitals of given $l$, that is, take the trace and divide by the dimension. Each Pauli matrix has zero trace over spin, so the last term contributes nothing:
$$\langle\kappa^2\rangle=l(l+1)+1 . \tag{20}$$
Direct counting agrees. With weights $2(l+1)$ and $2l$,
$$\langle\kappa^2\rangle=\frac{2(l+1)(l+1)^2+2l\,l^2}{2(2l+1)}=\frac{(l+1)^3+l^3}{2l+1}=l^2+l+1 .$$
The last step uses $x^3+y^3=(x+y)(x^2-xy+y^2)$ with $x=l+1$ and $y=l$, for which $x+y=2l+1$ and $x^2-xy+y^2=l^2+l+1$.

If one common function $P$ is required for all spin-orbitals of the shell, the average of (18) is
$$\theta^2P=\left[l(l+1)+1-\zeta^2\right]P=s^2P , \tag{21}$$
with solutions $r^{\pm s}$.

The power series of the scalar equation and the shell average of the squared Dirac exponents have both given $s^2=l(l+1)+1-\zeta^2$. It remains to show that this average corresponds to the scalar equation and that the corrections to (21) leave the exponent unchanged, and then to work through the tungsten example and compare the assumptions of the two derivations.

Numerical values quoted here were computed with a short program.
